# Resistance across a lattice bond and the effective-medium threshold 2/z

## 1. What dimension and symmetry fix

Take an infinite network of equal resistors $r$. Send a current $I$ in at a node $a$ and out at its neighbour $b$, and let $V$ be the voltage between them. The only quantity with the dimension of resistance is $r$, so

$$R=\frac VI=r\,f,$$

where the number $f$ depends on the lattice alone. If every bond is equivalent to every other by symmetry, $f$ is the same for all bonds. One equation for the sum of $R$ over all bonds then determines it. That sum turns out to need only the numbers of nodes and bonds, and the result is $f=2/z$, with $z$ the number of bonds at a node.

The assumptions are these.

- The lattice is connected and periodic in $d$ dimensions, with finitely many nodes per cell.
- Every node has $z\ge2$ bonds, all of resistance $r$.
- Crystal symmetries carry any bond into any other (edge-transitivity).

$R$ is measured with the bond $ab$ in place. The square, triangular, honeycomb, kagome, simple cubic, bcc, fcc and diamond lattices with nearest-neighbour bonds qualify.

## 2. The sum rule on a finite torus

An infinite sum over bonds has no meaning, so we first close the lattice on itself. Let $\Lambda$ be the set of lattice translations. Identify nodes that differ by a vector of $m\Lambda$, with $m$ an integer large enough that no two bonds join the same pair of nodes. A crystal symmetry maps $\Lambda$ onto itself, hence $m\Lambda$ onto itself, so all bonds of the torus are still equivalent. The torus has $N$ nodes and, since each bond has two ends, $E=zN/2$ bonds.

For a bond $e$ from $i$ to $j$, let $b_e$ be the vector with $+1$ at $i$, $-1$ at $j$ and zero elsewhere. Define

$$L=\sum_e b_eb_e^{T},\qquad (Lv)_i=\sum_{j\sim i}(v_i-v_j).$$

Current conservation with injected currents $I_i$ reads $Lv=rI$. For unit current in at $i$ and out at $j$ we have $I=b_e$. With $L^+$ the pseudo-inverse, $v=rL^+b_e$ up to a constant, and the voltage across the bond is

$$R_e=b_e^{T}v=r\,b_e^{T}L^+b_e .$$

Sum over bonds and use $b^TMb=\mathrm{tr}(M\,bb^T)$:

$$\sum_e\frac{R_e}{r}=\mathrm{tr}\Big(L^+\sum_e b_eb_e^T\Big)=\mathrm{tr}(L^+L).$$

$L^+L$ projects onto the complement of the kernel of $L$, so its trace is $N$ minus the dimension of that kernel. If $Lv=0$, then $0=v^TLv=\sum_e(v_i-v_j)^2$. All neighbours have equal potential and, the network being connected, $v$ is constant. The kernel has dimension one, and

$$\sum_e\frac{R_e}{r}=N-1. \tag{1}$$

All $R_e$ are equal, so each is

$$R_N=r\,\frac{N-1}{zN/2}=\frac{2r}{z}\Big(1-\frac1N\Big). \tag{2}$$

For the simple cubic lattice with $N=125$ this gives $0.33067\,r$, which is also what inversion of $L$ gives. The numerical output lists eight lattices, and (2) holds for every bond of each.

Equation (1) does not use edge-transitivity. Without that symmetry, $2r/z$ is still the average over bonds for large $N$, but single bonds differ. In the lattice of squares and octagons, with $z=3$ and $N=256$, $R$ runs from $0.6366\,r$ to $0.7191\,r$ about a mean of $0.6641\,r$.

## 3. The infinite lattice

Letting $N\to\infty$ in (2) gives $2r/z$, but we must show that this limit is the resistance of the infinite network. We define the latter through a current pattern that obeys both Kirchhoff laws, carries unit current from $a$ to $b$, and dissipates finite power.

**Existence.** On the torus the dissipated power equals the supplied power, $r\sum_e i_e^2=R_N$. Hence $\sum_e i_e^2=R_N/r\le1$, and every bond current is bounded by one. We can therefore choose a sequence of growing tori on which the current in each fixed bond converges. The node law involves $z$ bonds and each loop law a finite loop, so both survive the limit. Any finite set of bonds has $\sum i_e^2\le1$, so the limiting pattern has finite power.

**Uniqueness.** Let $c$ be the difference of two such patterns. It has no sources and obeys the loop law, so it has a potential $h$ with

$$\sum_{j\sim x}[h(x)-h(j)]=0,\qquad \sum_{\text{bonds}}[h(x)-h(y)]^2<\infty .$$

Take a lattice translation $T$ and set $u(x)=h(x+T)-h(x)$. For each of the finitely many nodes in one cell choose a path from $x$ to $x+T$, and use its translated copies in all other cells. The path lengths are then bounded by some $\ell$. Since $u(x)$ is a sum of at most $\ell$ bond voltages, $u(x)^2$ is at most $\ell$ times the sum of their squares. Each bond lies on a bounded number of paths, so $\sum_xu(x)^2<\infty$.

Being a difference of two solutions, $u$ equals at each node the average over its neighbours. If $u$ were not zero, $|u|$ would reach a maximum, because $u$ tends to zero far away. At a maximum, the average can hold only if all neighbours have the same value. By connectedness $u$ would be a nonzero constant, which is not square-summable. So $u=0$ for every $T$, and $h$ is periodic. Its bond voltages repeat from cell to cell and are square-summable, so they vanish, and $c=0$.

Every convergent sequence of tori thus has the same limit. The voltage across $ab$ is $r\,i_{ab}$, and therefore

$$\boxed{R=\lim_{N\to\infty}R_N=\frac{2r}{z}} \tag{3}$$

In physical terms, a fraction $i_{ab}=R/r=2/z$ of the current takes the direct bond, and $1-2/z$ goes around it. For a chain, $z=2$, there is no way around and $R=r$.

Open pieces of the square lattice approach the same value: the central bond has $0.50569\,r$, $0.50138\,r$ and $0.50034\,r$ for sides of 10, 20 and 40 nodes.

**Where periodicity matters.** An infinite regular tree is edge-transitive but not a periodic lattice. If its far ends are open, no current can bypass a bond, and $R=r$. If they are joined together, current can return through infinity. For $z=3$, let $C$ be the conductance from a node to the joined ends through its two outward bonds, in units of $1/r$. Each outward bond is in series with another $C$, so $C=2C/(1+C)$. The root $C=0$ belongs to open ends. With joined ends a finite tree starts from $C=2$ at the last generation, and repeated use of the relation leads to $C=1$. The detour from $a$ to $b$ is two such branches in series, with conductance $1/2$, and $R=r/(1+1/2)=2r/3$. With 10 generations the computed values are $1.0000\,r$ and $0.6664\,r$. The uniqueness proof fails here because the paths from $x$ to its image under a symmetry need not have bounded length.

## 4. One wrong bond in a uniform medium

Consider now a medium whose bonds all have conductance $g_m$. By (3) the conductance between neighbours $A$ and $B$ is $zg_m/2$. The bond and the rest of the network are in parallel, so the rest alone contributes

$$G'=\frac z2g_m-g_m=\alpha g_m,\qquad \alpha\equiv\frac z2-1. \tag{4}$$

Distant electrodes impose a uniform field that puts a voltage $V_m$ on the bond $AB$, with $A$ positive. Replace this bond by one of conductance $g$. If the old voltages persisted, the bond would carry $gV_m$ instead of $g_mV_m$. To balance the nodes, a current $(g-g_m)V_m$ would have to be fed in at $A$ and taken out at $B$. No such source exists, so we cancel it by superposing the opposite current, $(g_m-g)V_m$ in at $A$ and out at $B$. It meets the conductance $g+G'$ and adds the voltage

$$\delta V=V_m\,\frac{g_m-g}{g+\alpha g_m}. \tag{5}$$

A poor bond, $g<g_m$, takes more voltage, and a good one takes less. For $z=6$ a missing bond gives $1+\delta V/V_m=1+1/2=1.5$, and $g=4g_m$ gives $1-3/6=0.5$. A direct solution on a torus of 512 nodes gives 1.4985 and 0.5005.

## 5. Kirkpatrick's condition and its threshold

Let the bonds be random and independent, with the same distribution in all directions. The effective-medium approximation treats each bond as if it sat alone in a uniform medium, and chooses $g_m$ so that the extra voltages average to zero. The factor $V_m$ drops out:

$$F(g_m)\equiv\left\langle\frac{g_m-g}{g+\alpha g_m}\right\rangle=0. \tag{6}$$

This step is an approximation, since the real surroundings of a bond are not uniform.

Let a fraction $p>0$ of the bonds conduct, with any distribution of finite $g>0$, and let the others have $g=0$. Take $z>2$, so that $\alpha>0$. A blocked bond contributes the constant $1/\alpha$. For a conducting one,

$$\frac{d}{dg_m}\frac{g_m-g}{g+\alpha g_m}=\frac{(g+\alpha g_m)-\alpha(g_m-g)}{(g+\alpha g_m)^2}=\frac{(1+\alpha)g}{(g+\alpha g_m)^2}>0 .$$

So $F$ increases strictly. As $g_m\to0^+$ each conducting bond contributes $-1$, and as $g_m\to\infty$ it contributes $1/\alpha$. The terms are bounded, so the limits may be taken inside the average:

$$F(0^+)=-p+\frac{1-p}{\alpha},\qquad F(\infty)=\frac1\alpha>0 .$$

A positive root exists if and only if $F(0^+)<0$, that is $p\alpha>1-p$, or $p(1+\alpha)>1$. Since $1+\alpha=z/2$,

$$\boxed{p>p_c^{\rm EM}=\frac2z} \tag{7}$$

The threshold is the fraction of current that takes the direct bond in the perfect lattice. It also has a counting meaning. At $p=2/z$ the number of open bonds is $pzN/2=N$, which is, for large $N$, the number that a tree joining all nodes needs. A real conducting path need not visit all nodes, so nothing in this count prevents conduction at smaller $p$.

For a chain, $\alpha=0$, and (6) without blocked bonds gives $g_m=1/\langle1/g\rangle$, the series law. One blocked bond stops the current, so the threshold is 1, which again equals $2/z$.

## 6. Three solutions of the condition

**Equal open bonds.** With $g=g_0$ on the open bonds, (6) reads

$$p\,\frac{g_m-g_0}{g_0+\alpha g_m}+\frac{1-p}{\alpha}=0 .$$

Multiply by $\alpha(g_0+\alpha g_m)$. The terms in $g_m$ add up to $\alpha g_m$, and $\alpha g_m=g_0[p(1+\alpha)-1]$. Dividing by $\alpha$, and then numerator and denominator by $1+\alpha=z/2$,

$$\frac{g_m}{g_0}=\frac{p-2/z}{1-2/z}. \tag{8}$$

**Weak disorder.** Let all bonds be open, $g=\bar g+\delta$ with $\langle\delta\rangle=0$, and $g_m=\bar g+\eta$. To second order in $\delta$,

$$\left\langle(\eta-\delta)\Big(1-\frac{\delta+\alpha\eta}{(1+\alpha)\bar g}\Big)\right\rangle=0\;\Rightarrow\;\eta=-\frac2z\,\frac{\langle\delta^2\rangle}{\bar g},$$

because $\eta$ is itself of second order. Disorder lowers the conductance below the mean, and less so when there are more ways around a bad bond.

**Uniformly distributed barriers.** Let $g=g_0e^{-\phi/kT}$ on open bonds, with $\phi$ uniform between $\phi_1$ and $\phi_2$. Then $\ln g$ is uniform between $\ln g_l$ and $\ln g_h$, over a width $\Delta=\ln(g_h/g_l)$. Put $A=\alpha g_m$ and write

$$\frac{g_m-g}{g+A}=-1+\frac{1+\alpha}{\alpha}\Big(1-\frac{g}{g+A}\Big).$$

The average needed is, with $x=\ln g$,

$$\left\langle\frac g{g+A}\right\rangle=\frac1\Delta\int\frac{e^x\,dx}{e^x+A}=\frac1\Delta\ln\frac{g_h+A}{g_l+A}\equiv\frac{\lambda}{\Delta}.$$

Insert this in (6) and multiply by $\alpha$:

$$(1-p)-p\alpha+p(1+\alpha)\Big(1-\frac\lambda\Delta\Big)=1-p\,\frac z2\,\frac\lambda\Delta=0 .$$

So $\lambda=2\Delta/(zp)$. With $s=e^\lambda=(g_h/g_l)^{2/(zp)}$ we have $g_h+A=s(g_l+A)$, and

$$g_m=\frac{g_h-s\,g_l}{(s-1)(z/2-1)}. \tag{9}$$

This is positive when $s<g_h/g_l$, that is when $2/(zp)<1$, in agreement with (7).

## 7. How good is the threshold?

For a cubic network with equal open bonds, (8) can be set beside direct solutions of random networks 16 bonds long:

- $p=0.8$: formula 0.700, direct $0.704\pm0.003$
- $p=0.6$: formula 0.400, direct $0.416\pm0.003$
- $p=0.4$: formula 0.100, direct $0.130\pm0.004$
- $p=0.3$: formula 0, direct $0.026\pm0.001$

The uncertainties are standard errors over five samples. These samples lie between two electrode planes, which short the transverse bonds at the ends and raise the values by 0.006 to 0.011. Periodic samples of side 28 give 0.701, 0.397, 0.117 and 0.016. The approximation is good well above threshold and fails near it. At $p=0.3$, below $2/z=1/3$, the networks still conduct.

A search for the smallest $p$ at which open bonds connect the electrodes gives $0.247\pm0.002$ for cubic samples of side 20, far below $1/3$. For square samples of side 48 it gives $0.495\pm0.003$, close to $2/z=1/2$. These are averages for finite samples, not infinite-lattice thresholds. Thus $2/z$ is the threshold of the approximation, and its closeness to the connectivity threshold depends on the lattice. The error can have either sign: for the triangular lattice the connectivity threshold is $2\sin(\pi/18)=0.347$, above $2/z=1/3$.

## 8. Example: an amorphous oxide film

Model the film as a cubic network, $z=6$, with node spacing 5 nm. Barriers are uniform between 0 and 0.06 eV, 90 % of the bonds are open, and $T=300$ K, so $kT=0.02585$ eV. A network of barrier-free bonds would have mobility $\mu_0=30$ cm2/Vs. At fixed carrier density the mobility scales with $g_m$. In units of $g_0$, $g_h=1$ and

$$g_l=e^{-0.06/0.02585}=0.0982,\qquad s=(1/0.0982)^{2/(6\times0.9)}=2.362,$$

$$g_m=\frac{1-2.362\times0.0982}{1.362\times2}=0.282,\qquad \mu=30\times0.282\approx8.5\ \text{cm2/Vs}.$$

Direct solution of random networks with the same statistics, 20 bonds long between electrodes, gives about 8.54 cm2/Vs, against 8.46 from (9). The gap comes from the electrodes, which add 0.08 at this length: periodic samples of side 20 give $8.45\pm0.01$ cm2/Vs, in agreement with (9). With all else fixed, open fractions of 0.7, 0.5 and 0.4 give 5.2, 2.2 and 0.8 cm2/Vs in the effective medium. Periodic random networks of side 24 give $5.20\pm0.04$, $2.21\pm0.02$ and $0.97\pm0.01$ cm2/Vs. The first two agree, while the last effective-medium value, close to the threshold, is about 17 % too low, as section 7 leads one to expect.

Some changes to this model have the following effects, each taken alone with $\mu_0$ held fixed.

- **Thickness.** A 40 nm film has 8 layers. Cutting periodic networks into films of 8 layers lowers the mobility by 0.11 cm2/Vs, or 1.3 % (for samples of side 24, from $8.47\pm0.02$ to $8.36\pm0.02$ cm2/Vs).
- **Thin channel.** If the current keeps to a single layer, $z=4$, and (9) gives 7.3 cm2/Vs (direct, periodic samples of side 50: $7.33\pm0.02$). The effective-medium threshold rises to $1/2$.
- **Tunnelling.** Parabolic barriers 5 nm wide at the base, with a flat band outside and an electron mass of $0.34\,m_e$, give 11.2 cm2/Vs, 33 % above 8.46, when the transmission is taken from the Schrödinger equation. The formula for an unbounded inverted parabola of the same curvature gives only 9.4 cm2/Vs, because these barriers are too thin for it: the two forms agree within 1 % at a width of 10 nm. The result depends strongly on the width chosen, being 17.0 cm2/Vs at 2.5 nm and 8.6 cm2/Vs at 10 nm. A base as wide as the node spacing also leaves no flat band between neighbouring barriers, so the isolated barrier is an idealisation. The thermal wavelength, 7.4 nm, exceeds the node spacing, so treating the bonds as independent incoherent resistors is itself doubtful at this spacing.
- **Degeneracy.** If all energies above a barrier pass equally, its conductance is proportional to $\int_\phi^\infty(-\partial f/\partial E)\,dE=f(\phi)$, with $f$ the Fermi function. The factor $e^{-\phi/kT}$ becomes $f(\phi)/f(0)$. This gives 9.4 cm2/Vs at $10^{18}$ cm$^{-3}$, and 17 cm2/Vs at $10^{19}$ cm$^{-3}$, where the Fermi level lies 0.036 eV above the band edge. Equal passage of all energies describes a single channel. For a planar barrier in a three-dimensional gas the factor is $\ln(1+e^{(E_F-\phi)/kT})/\ln(1+e^{E_F/kT})$, which gives 8.9 and 12.8 cm2/Vs at the same densities. These Fermi levels belong to a band without barriers. If parabolic barrier profiles filling each bond are counted in the density of states, the level at $10^{19}$ cm$^{-3}$ rises to 0.054 eV and the two estimates to 19.8 and 14.4 cm2/Vs. At this density there is about one electron per node, and for an assumed relative permittivity of 11.5 the screening length is about 1.7 nm, shorter than the spacing, so barrier heights that do not depend on density are doubtful.
- **Temperature.** The effective-medium mobility is 6.9 cm2/Vs at 250 K and 9.8 cm2/Vs at 350 K.
- **Field.** With 10 V over 10 µm the mean drop per bond is 5 mV, or $0.19\,kT/e$. A symmetric barrier has current proportional to $\sinh(eV/2kT)$, which at this drop exceeds its linear part by about 0.2 %. This assumes a uniform field. In a transistor near saturation the field grows towards the drain: in the gradual-channel profile with the gate 10 to 12 V above threshold, the excess passes 1 % over the last 3 to 4 % of the channel, and near pinch-off the linear law fails there.

Amorphous In-Ga-Zn-O transistors have mobilities of roughly 10 cm2/Vs. The estimates above have that order of magnitude, but $\mu_0$, the spacing, the barriers and the blocked fraction were chosen, so this is no confirmation of the model. For barriers 5 nm wide, the largest of the corrections listed is that for degeneracy: at $10^{19}$ cm$^{-3}$, a density that the channel of a switched-on transistor can reach, the estimate rises by a factor of about 1.5 to 2.3, depending on the form taken for the barrier conductance and on whether the barriers are counted in the density of states. The Boltzmann factors used with (9) therefore require a low carrier density. At a high one, (6) must be solved with a barrier conductance from Fermi statistics, whose form depends on the geometry of the barrier. Barriers correlated over several bonds also violate the independence behind (6), and their effect has not been estimated here.

## Numbers as computed

```
Bond resistance on a torus of N nodes, in units of r
  square: z=4, N=64, R=0.49219, 2/z=0.50000
  triangular: z=6, N=64, R=0.32813, 2/z=0.33333
  honeycomb: z=3, N=128, R=0.66146, 2/z=0.66667
  kagome: z=4, N=192, R=0.49740, 2/z=0.50000
  simple cubic: z=6, N=125, R=0.33067, 2/z=0.33333
  diamond: z=4, N=250, R=0.49800, 2/z=0.50000
  bcc: z=8, N=125, R=0.24800, 2/z=0.25000
  fcc: z=12, N=125, R=0.16533, 2/z=0.16667
Square-octagon lattice, N=256: R from 0.6366 to 0.7191 r, mean 0.6641 r
Open square pieces, side 10, 20, 40 nodes: R = 0.50569, 0.50138, 0.50034 r
Tree z=3, 10 generations: open ends 1.0000 r, shorted ends 0.6664 r
One changed bond in a cubic medium, voltage relative to the unchanged medium
  g/gm=0: solved 1.4985, formula 1.5000
  g/gm=4: solved 0.5005, formula 0.5000
Cubic network, equal open bonds: gm/g0 by effective medium and by direct solution
  p=0.8: 0.7000, direct 0.7039 +- 0.0033
  p=0.6: 0.4000, direct 0.4156 +- 0.0028
  p=0.4: 0.1000, direct 0.1304 +- 0.0039
  p=0.3: 0.0000, direct 0.0264 +- 0.0014
Connectivity threshold, square, side 48: 0.495 +- 0.003 (2/z=0.500)
Connectivity threshold, cubic, side 20: 0.247 +- 0.002 (2/z=0.333)
Film: spacing 5 nm, barriers 0.00 to 0.06 eV, open fraction 0.90, T=300 K
Barrier-free mobility 30 cm2/Vs, kT=0.02585 eV, mass 0.34 m_e
Smallest open g_l=0.09818, s=2.3622, gm=0.2819
Effective-medium mobility: 8.46 cm2/Vs
Direct cubic network: 8.54 +- 0.02 cm2/Vs
  effective-medium mobility at open fraction 0.7: 5.22 cm2/Vs
  effective-medium mobility at open fraction 0.5: 2.18 cm2/Vs
  effective-medium mobility at open fraction 0.4: 0.81 cm2/Vs
Film of 40 nm (8 layers), direct: 8.39 +- 0.08 cm2/Vs
Single-layer channel: effective medium 7.34, direct 7.25 +- 0.04 cm2/Vs
With tunnelling, barrier width 5 nm: 9.40 cm2/Vs
Effective density of states: 4.975e+18 cm^-3
With degeneracy, n=1e+18 cm^-3: E_F=-0.0396 eV, 9.43 cm2/Vs
With degeneracy, n=1e+19 cm^-3: E_F=+0.0359 eV, 17.03 cm2/Vs
Effective-medium mobility at 250 K: 6.87 cm2/Vs
Effective-medium mobility at 350 K: 9.84 cm2/Vs
Mean drop per bond for 10 V over 10 um: 5.00 mV, or 0.193 kT/e
```
